A fit of three-omega data with substrate conductivity, substrate heat capacity and film resistance all free can reproduce every point within the noise and still return a film resistance wrong by tens of per cent. In the example below, doubling the substrate heat capacity, raising the film resistance by 21 % and lowering the substrate conductivity by 0.6 % together change the fitted curve by far less than the noise. The cause is a near-degeneracy of the thermal model, which becomes complete at leading order in the logarithmic regime. It concerns in-phase data from one heater width, with neither quantity known beforehand. A second width removes it.

**What is measured**

A metal line of half-width b carries a current at angular frequency ω. If the small change of resistance during a cycle is neglected, its Joule heat per length is 2p cos²ωt = p(1 + cos 2ωt), so p is both the mean power per length and the amplitude at Ω = 2ω. Let the oscillating temperature rise, averaged over the width, be Re[ΔT exp(iΩt)]. With α the relative temperature coefficient of resistance and V₁ the voltage amplitude at ω, the voltage is

V = V₁ cos ωt {1 + α Re[ΔT exp(2iωt)]}.

The product of cosines at ω and 2ω has half its amplitude at the sum frequency and half at the difference. The third harmonic therefore has complex amplitude

V₃ = ½ V₁ α ΔT,

and its in-phase part gives Re ΔT.

**The logarithmic law**

Let the substrate be semi-infinite and isotropic, with conductivity k and volumetric heat capacity C. Away from the source, the oscillating temperature θ obeys

k∇²θ = iΩCθ, or ∇²θ = q²θ, with q² = iΩC/k.

For a line source on an insulated surface, the solution that decays with distance r is θ = A K₀(qr), where K₀ is the modified Bessel function. Near the source K₀′(z) → −1/z. The flux through a small half-cylinder is then πr·k·A/r = πkA, which must equal p. Hence

θ(r) = p K₀(qr)/(πk).

The heater is taken to deliver uniform flux over its width 2b. Averaging its temperature means averaging K₀ over all pairs of points in the strip. If their separation is 2ab, the probability density of a is 2(1−a) for 0 < a < 1. The substrate contribution is pI/(πk), with

I = 2∫₀¹ (1−a) K₀(2aε) da, ε = qb.

Define u = ΩCb²/k, so that ε² = iu and ln ε = ½ ln u + iπ/4. The logarithmic regime is u ≪ 1: heat spreads much farther than the heater width in one cycle. For small arguments,

K₀(2aε) = −ln a − ln ε − γ + a²ε²(1 − γ − ln a − ln ε) + O(ε⁴ ln ε),

where γ is Euler's constant. Since ∫₀¹ aⁿ(−ln a)da = 1/(n+1)², the integrals needed are

∫₀¹(1−a)da = 1/2,
∫₀¹(1−a)(−ln a)da = 1 − 1/4 = 3/4,
∫₀¹(1−a)a²da = 1/3 − 1/4 = 1/12,
∫₀¹(1−a)a²(−ln a)da = 1/9 − 1/16 = 7/144.

Twice each integral, with its coefficient, gives

I = −ln ε + 3/2 − γ + (ε²/6)(19/12 − γ − ln ε) + O(ε⁴ ln ε).

Now insert ε² = iu. The real part of the correction comes from the phase of the logarithm, (iu/6)(−iπ/4) = πu/24, so

Re I = −½ ln u + 3/2 − γ + πu/24 + O(u² ln u),
Im I = −π/4 + (u/6)(19/12 − γ − ½ ln u) + O(u²).

A film much thinner than b, much less conductive than the substrate and storing negligible heat passes the flux p/(2b) straight down. If R is its resistance times area, including any interface resistance, it adds the real temperature drop pR/(2b). At leading order,

Re ΔT = (p/πk)[−½ ln(ΩCb²/k) + 3/2 − γ + πkR/(2b)].

**Why the two parameters merge**

Plotted against ln Ω, this is a straight line. Its slope, −p/(2πk), gives k. Once k is known, its height gives the single combination

πkR/(2b) − ½ ln C.

Replace C by λC and R by

R′ = R + b ln λ/(πk).

The first term of the combination rises by ½ ln λ and the second falls by ½ ln λ. The predicted line is unchanged, whatever the number of frequencies. Equivalently, the two sensitivities

∂Re ΔT/∂ln C = −p/(2πk), ∂Re ΔT/∂R = p/(2b)

are both independent of frequency, so no choice of frequencies within this law distinguishes them.

Physically, C sets the distance over which heat spreads in a cycle. In this cylindrical geometry the temperature depends logarithmically on that distance, and rescaling a distance inside a logarithm adds a constant. A series resistance also adds a constant.

The quadrature part does not help at this order. It equals −p/(4k) and contains neither C nor R.

**How much information the full model restores**

Along the degenerate curve, the first surviving in-phase change is

δ(Re ΔT) = (p/πk)(π/24)(λ−1)u = p(λ−1)u/(24k).

A fit can absorb part of even this change. A constant offset can be taken up by R, and a part linear in ln Ω by k. Let u⊥ be the list of u values at the measured frequencies after its best straight line in ln Ω has been removed. For small changes in ln C, the sensitivity that the other parameters cannot imitate is pu⊥/(24k). In linear least squares, a parameter's standard deviation is the noise per point, s, divided by the length of this remaining sensitivity vector:

σ(ln C) ≈ 24ks/(p‖u⊥‖).

This neglects the order-u part of the sensitivity to k and higher powers of u. The uncertainty passes to the film along the degenerate curve:

σ(R) ≈ b σ(ln C)/(πk).

**A worked case**

Take k = 100 W/(m K), C = 2.0 MJ/(m³ K), b = 5 µm and p = 20 W/m. The film is 50 nm thick with conductivity 1 W/(m K), so R = 50×10⁻⁹ m² K/W. There are 21 current frequencies, spaced logarithmically from 1 to 10 kHz, with independent noise of 0.3 mK per point. Then u runs from 0.0063 to 0.063, and the thermal length 1/|q| from 63 to 20 µm.

The temperature scale is p/(πk) = 63.66 mK. At 1 kHz the substrate gives 63.66 × (2.535 + 0.923) ≈ 220 mK, and the film gives 20 × 50×10⁻⁹/(10×10⁻⁶) K = 100 mK. Their sum agrees with the 320.2 mK from the full width integral.

Doubling C is compensated by R′ = (50 + 11.0)×10⁻⁹ = 61.0×10⁻⁹ m² K/W. The two in-phase curves then differ by 0.05 mK at 1 kHz and 0.50 mK at 10 kHz. If C is held at twice its true value while k and R are refitted, the fit settles at k = 99.4 W/(m K) and R = 60.6×10⁻⁹ m² K/W. Its root-mean-square misfit is 0.038 mK, about one eighth of the noise. The slope looks right, the residuals look right, and R is 21 % too high.

The order-u term has a curved part of 0.0405 mK root mean square. Over 21 points its length is √21 × 0.0405 = 0.186 mK, so σ(ln C) ≈ 0.3/0.186 = 1.6. Sensitivities from the full width integral give 1.7, with σ(R) = 52 % and a correlation of 0.99996 between ln C and R. These are linearized values. At this size they should not be read as confidence intervals. If k and R are refitted to the noise-free curve, a C twenty times too small raises the sum of squared residuals, in units of the noise variance, by only 0.3, while a C six times too large raises it by 7.7. The data therefore set a loose upper limit on C but no useful lower one. With C known, the same data give R to 0.5 % as far as random noise is concerned.

**Why averaging is a poor cure**

Reducing the noise would eventually reveal the order-u term, but heat stored in the heater and film enters at a similar size. Let H be the heater's heat capacity per length. The heater then passes on p − iΩHΔT instead of p, which to first order changes its temperature by

δΔT = −iΩH(ΔT)²/p.

Write ΔT = X − iY with X and Y positive. Since (ΔT)² = X² − Y² − 2iXY, the real part is −2ΩHXY/p. For a 100 nm metal line of 2.5 MJ/(m³ K) at 10 kHz, ΩH = 0.314 W/(m K), X = 0.247 K and Y = 0.0484 K, which gives about −0.38 mK.

A layered calculation that also gives the film a heat capacity of 2 MJ/(m³ K) yields −0.59 mK in total, against +0.52 mK for the order-u term. After removal of the straight-line parts, storage leaves 0.032 mK and the order-u term 0.041 mK. A value of C extracted from this curvature is therefore untrustworthy unless storage is modelled accurately.

Adding quadrature data would reduce σ(ln C) to 0.19 and σ(R) to 5.5 % if storage were absent. At 10 kHz, however, storage shifts the quadrature by −1.2 mK, while the useful correction there is +1.6 mK.

**What to do**

*Supply C independently.* The relative error passed to R is [b/(πkR)] δ(ln C). An assumed C that is 5 % high makes R about 1.5 % high here. For a film with one tenth of this resistance, the same error would be about 15 %. A narrow heater reduces it.

*Subtract a reference.* Two samples with the same substrate, heater width and power, but different films, have in-phase temperature rises that differ by p(R₂−R₁)/(2b). The substrate heat capacity cancels, provided that storage in the heater and films is negligible. On an electrically conducting wafer the reference needs a thinner insulating film, and the result is then a difference of resistances.

*Use two widths.* Define A = πk Re ΔT/p for each heater on the same film and substrate, at the same frequency. In the logarithmic law,

A₂ − A₁ = −ln(b₂/b₁) + (πkR/2)(1/b₂ − 1/b₁).

Therefore

R = (2/πk)[A₂ − A₁ + ln(b₂/b₁)]/(1/b₂ − 1/b₁),

after which the height of either line gives C. This works because C contributes the same constant at both widths, while the film term scales as 1/b.

With b₂ = 2 µm, noise-free data from the layered model, storage included, return R = 49.4×10⁻⁹ m² K/W and C = 1.97 MJ/(m³ K). Both are within 2 % of the input, although the analysis ignores storage, the order-u term and lateral flow in the film. Most of the error in R comes from lateral flow in the film, which matters more under the narrow heater. In C, storage (about +3 %) partly cancels the order-u term and lateral flow in the film (about −2 % each), so other samples may show larger errors. For 21 points per heater and the same noise and power per length, random errors contribute 0.1 % to R and 0.9 % to C, so the systematic errors dominate R. Widths must be known well: differentiating the formula for R shows that a narrow half-width overstated by 1 % raises R by about 2 % here. C is more sensitive: the same error raises it by about 7 %, and a wide half-width overstated by 1 % lowers it by about 8 %.

*Leave the logarithmic regime.* For u ≫ 1, heat flows nearly straight down, and the substrate contributes p/[2b√(iΩCk)], whose real part is p/[2b√(2ΩCk)]. This depends on frequency, whereas the film term does not, so R separates from the product Ck. Lower frequencies in the same fit supply k, and hence C. Here u = 1 requires about 160 kHz. There ΩH is 5 W/(m K), and the film drop of 0.1 K alone implies that the heater stores heat at 2.5 % of p. Storage must be in the fit.

**Relation to real samples**

The thermal parameters are round values in the rough range of an oxide film on a semiconductor wafer near room temperature. The power is demanding for a 100 nm line: with a resistivity of 3×10⁻⁸ Ω m, it needs an rms current density of 2.6 MA/cm² in the wide heater and 4.1 MA/cm² in the narrow one. Electromigration can then be a concern, and a thicker line or less power may be needed. The first stores more heat, and the second gives a smaller signal. Real samples break the assumption of zero storage, with the shifts given above. Lateral flow in the film changes the in-phase signal by −0.30 mK, almost independently of frequency, and so appears as a 0.3 % reduction of R. Lateral flow in the metal line itself, which makes the flux non-uniform, lowers the signal by about another 0.4 mK for a 100 nm line of conductivity 200 W/(m K).

The model also has no line ends. If the voltage is read over the whole of a 1 mm line, heat spreading past the ends lowers the mean in-phase signal by about 2.6 mK at 1 kHz and 0.7 mK at 10 kHz. Ignoring this makes both k and R more than 2 % too high here, even with C known, and in the two-width analysis it leaves the recovered C about 6 % low. The voltage taps should therefore sit several thermal lengths from the ends. An insulated back face on a 500 µm wafer contributes less than 1 µK at 1 kHz.

On a very thick substrate, the steady rise at the middle of the wide heater, taken as 1 mm long, is about 0.5 K, or 0.17 % of 300 K. On a wafer it also depends on how well the back is cooled. The film accounts for 0.1 K of the 0.5 K. For the thick substrate, the steady rise would therefore lower a conductivity varying as 1/T by at most about 0.13 %, directly under the line. At 1 kHz the oscillation brings this to about 0.2 % at the peak of each cycle. A single-mean-free-path estimate, 3k/(Cv) with a sound speed v of 6000 m/s, gives 25 nm, or 0.5 % of b. This single value hides a wide spread. In silicon, for example, a substantial part of the heat is carried by phonons with paths of order 1 µm or more, which weakens the diffusive description, first for the narrower heater. The numerical output lists the values for storage, lateral flow in the film, the back face, the steady rise and the mean free path.

Values computed for the example and the checks

```
k = 100 W/(m K), C = 2.0 MJ/(m3 K)
film: 50 nm, 1.0 W/(m K), 2.0 MJ/(m3 K)
film resistance R = 50.0 mm2 K/kW (= 1e-9 m2 K/W)
half-widths = 5.0, 2.0 um
p = 20.0 W/m; p/(pi k) = 63.66 mK
current frequency = 1 to 10 kHz, 21 points
noise per point = 0.30 mK
1/|q| = 63.1 to 19.9 um
u = 0.00628 to 0.06283
in-phase rise = 320.18 to 247.34 mK
film share of rise = 100.00 mK
measured/predicted order-u term: in-phase 0.9969, quadrature 1.0001
-- C doubled --
compensating R = 61.03e-9 m2 K/W
in-phase gap = 0.0519 to 0.4957 mK
after refit: k = 99.42 W/(m K), R = 60.55e-9 m2 K/W
rms misfit after refit = 0.0378 mK
-- standard deviations (linearized) --
in-phase, one width: ln k 0.0104, ln C 1.707, R 52.5 %
ln C from small-u formula = 1.616
correlation of ln C and R = 0.99996
C known: ln k 0.0030, R 0.46 %
both phases, ideal model: ln C 0.185, R 5.55 %
two widths, in-phase: ln C 0.0085, R 0.10 %
R error if assumed C is 5 % high = 1.55 %
-- two-width recovery from layered data with storage --
k = 99.77 W/(m K), R = 49.41e-9 m2 K/W, C = 1.971 MJ/(m3 K)
-- neglected effects, wide heater --
heater layer: 100 nm, 2.5 MJ/(m3 K)
at top frequency, in-phase: order-u term 0.5236 mK, storage -0.5851 mK
rms curved part: order-u term 0.0405 mK, storage 0.0324 mK
at top frequency, quadrature: order-u term 1.593 mK, storage -1.170 mK
film lateral flow, in-phase = -0.300 to -0.299 mK
insulated back of 500 um wafer = 0.540 uK
steady rise, 1 mm line = 0.501 K; over 300 K = 0.167 %
grey mean free path at 6000 m/s = 25.0 nm; over b = 0.0050
```
